# Numerov and Bates-Damgaard dipole integrals tested on a model atom, part 1

(Sections cited here and not found follow in the second part.)

**Definitions and conventions.** Hartree atomic units are used, the nucleus is infinitely heavy, and spin is ignored. One valence electron moves in a central potential $V(r)$ that equals $-1/r$ outside an ionic core and is more attractive inside it. Its radial function $u(r)$, with $\int_0^\infty u^2\,dr=1$ and $u>0$ at large $r$, obeys

$$u''=\Big[\frac{l(l+1)}{r^2}+2V-2E\Big]u .$$

A level is labelled by the effective quantum number $\nu$, defined by $E=-1/(2\nu^2)$, so that $dE/d\nu=\nu^{-3}$. The quantum defect is $\mu=n-\nu$, and $\nu>l$ is assumed. The goal is the radial dipole integral $R=\int_0^\infty u_1\,r\,u_2\,dr$ with $l_2=l_1\pm1$. The Wronskian is $\mathcal W[f,g]=fg'-f'g$, and it is independent of $r$ for two solutions at the same energy.

The Coulomb approximation takes $\nu$ from the observed level and sets $V=-1/r$ wherever the equation is integrated. The energy is an input, and the method cannot tell where it came from. Here the levels come from a model atom solved independently, because a model also supplies the exact $R$. The Bates-Damgaard (BD) values are computed from the BD formula. The program and its output follow the text.

## The naive scheme and the direction of integration

The naive scheme starts at the origin with $u\propto r^{l+1}$, steps outward on a uniform mesh in $r$ with $V=-1/r$, and normalises. The Coulomb solutions at arbitrary $\nu$ show why it fails.

With $z=2r/\nu$ one has $u_{rr}=(4/\nu^2)u_{zz}$, and the equation becomes $u_{zz}=[\tfrac14-\nu/z+l(l+1)/z^2]u$. Write $u=q\,U$ with $q=e^{-z/2}z^{l+1}$. Then $q'/q=(l+1)/z-\tfrac12$ and $q''/q=l(l+1)/z^2-(l+1)/z+\tfrac14$, and multiplying by $z/q$ gives Kummer's equation

$$zU''+(b-z)U'-\alpha U=0,\qquad \alpha=l+1-\nu,\quad b=2l+2 .$$

For $\alpha>0$ it is solved by

$$U=\frac1{\Gamma(\alpha)}\int_0^\infty e^{-zt}t^{\alpha-1}(1+t)^{b-\alpha-1}dt .$$

Each $z$-derivative brings down $-t$, so the equation multiplies the integrand by $zt(1+t)-bt-\alpha$. The product is $\frac{d}{dt}[-e^{-zt}t^\alpha(1+t)^{b-\alpha}]$, which vanishes at both limits. At large $z$ only small $t$ contributes and $U\to z^{-\alpha}$, so $W\equiv qU\to z^\nu e^{-z/2}$. This is the decaying Whittaker function $W_{\nu,l+1/2}(z)$. At small $z$ the substitution $\tau=zt$ gives $U=z^{1-b}\Gamma(\alpha)^{-1}\int e^{-\tau}\tau^{\alpha-1}(z+\tau)^{b-\alpha-1}d\tau\to z^{1-b}\Gamma(b-1)/\Gamma(\alpha)$, so $W\to \Gamma(2l+1)z^{-l}/\Gamma(\alpha)$.

Most states of interest have $\nu\ge l+1$, that is $\alpha\le0$, where the integral must be continued. The lowest state of a series can have $0<\alpha<1$, as the 3d level below does with $\alpha=0.0031$, and the integral then applies as it stands. Integrating by parts $m$ times turns $t^{\alpha-1}/\Gamma(\alpha)$ into $t^{\alpha+m-1}/\Gamma(\alpha+m)$ acting on $(-d/dt)^m$ of the remaining factors. This form converges for $\alpha>-m$, is analytic in $\alpha$, and still tends to $z^{m}z^{-\alpha-m}$. So $W$ is analytic in $\nu$, and identities analytic in $\nu$ carry over from $\alpha>0$.

Let $M\to z^{l+1}$ be the regular solution. Evaluating the Wronskian in $z$ at small $z$ gives $[-l-(l+1)]\,\Gamma(2l+1)/\Gamma(\alpha)=-\Gamma(2l+2)/\Gamma(\alpha)$. The reflection formula gives $1/\Gamma(l+1-\nu)=\Gamma(\nu-l)\sin\theta/\pi$ with $\theta=\pi(\nu-l)$, and $d/dr=(2/\nu)\,d/dz$. Therefore

$$\mathcal W[M,W]=-\frac{2}{\nu}\,\Gamma(2l+2)\,\Gamma(\nu-l)\,\frac{\sin\theta}{\pi}. \tag{1}$$

For non-integer $\nu$ this is not zero, so $M$ is not proportional to $W$ and contains the solution growing as $e^{r/\nu}$. The outward Coulomb solution at an alkali energy is therefore not normalisable on $0<r<\infty$. On a finite mesh that reaches far beyond the outer turning point its norm is finite but dominated by the growing part, so the normalised function depends on where the mesh ends. The condition at the origin belongs to the core, where $V=-1/r$ is false. The condition at infinity belongs to the region where it is true, and it fixes $u\propto W$ outside the core. The integration must start at large $r$ and run inward.

No accurate starting values are needed. Let $y$ be a growing solution. Beyond the outer turning point $r_t$, leading-order WKB gives $W\propto\kappa^{-1/2}e^{-S}$ and $y\propto\kappa^{-1/2}e^{S}$, with $\kappa^2=1/\nu^2-2/r+l(l+1)/r^2$ and $S=\int_{r_t}^r\kappa\,dr$. The seed $u(r_{\rm out})=0$ selects $u=W-(W/y)_{r_{\rm out}}\,y$, so the admixture of $y$ is of order $e^{-2S(r_{\rm out})}$. The program tests this at $\nu=5.3$, $l=1$. Moving $r_{\rm out}$ from 92.16 to 112.36 bohr multiplies the shape error by $6.00\times10^{-3}$, against $5.89\times10^{-3}$ from WKB. The choice below is $r_{\rm out}=2\nu(\nu+15)$, which lies $30\nu$ beyond $r_t\approx2\nu^2$. For $\nu\gg15$, where the margin is small against $r_t$, the linear form $\kappa^2\approx(r-r_t)/(2\nu^4)$, which overestimates $S$ at smaller $\nu$, gives $S\approx\tfrac23\,30^{3/2}(2\nu)^{-1/2}$. The suppression weakens as $\nu$ grows, and for very high states the margin must be enlarged.

## The mesh

For $1\ll r\ll\nu^2$ the local wavenumber is $\sqrt{2/r}$, so the wavelength grows as $\sqrt r$. A uniform mesh fine enough near the core is wasted further out. The phase $\int\sqrt{2/r}\,dr=\sqrt{8r}$ is linear in $x=\sqrt r$, which is therefore the natural variable.

With $r=x^2$, $d/dr=(2x)^{-1}d/dx$ and $u_{rr}=(4x^2)^{-1}(u_{xx}-u_x/x)$. The first derivative obstructs a three-point formula and is removed by $u=x^{1/2}\chi$:

$$u_x=x^{1/2}\chi'+\tfrac12x^{-1/2}\chi,\qquad u_{xx}=x^{1/2}\chi''+x^{-1/2}\chi'-\tfrac14x^{-3/2}\chi ,$$

so that $u_{xx}-u_x/x=x^{1/2}\chi''-\tfrac34x^{-3/2}\chi$. Multiplying the radial equation by $4x^{3/2}$ gives $\chi''=[\tfrac34x^{-2}+4l(l+1)x^{-2}+8x^2(V-E)]\chi$. Since $4l^2+4l+\tfrac34=(2l+\tfrac12)(2l+\tfrac32)$ and $8x^2V=-8$,

$$\chi''=g\chi,\qquad g=\frac{(2l+\frac12)(2l+\frac32)}{x^2}-8+\frac{4x^2}{\nu^2}, \tag{2}$$

and $dr=2x\,dx$ gives $\int u_1r^ku_2\,dr=2\int\chi_1\chi_2\,x^{2k+2}dx$.

Because $g>-8$, nodes cannot crowd together. Let $\chi>0$ between zeros $x_1<x_2$, let $\varphi=\sin\sqrt8(x-x_1)$, and suppose $x_2-x_1\le\pi/\sqrt8$, so that $\varphi>0$ inside. Then $(\chi'\varphi-\chi\varphi')'=(g+8)\chi\varphi>0$, and integration gives $\chi'(x_2)\varphi(x_2)>0$. But $\chi'(x_2)<0$ and $\varphi(x_2)\ge0$, a contradiction. Every node gap exceeds $\pi/\sqrt8=1.1107$ bohr$^{1/2}$ for all $\nu$ and $l$, and a step $h=0.01$ bohr$^{1/2}$ puts at least 111 points in each. At the outer end, apart from the centrifugal term, $g=8(\nu+15)/\nu-8=120/\nu$, so $h^2g$ is small there too. For the 30s state of the example the gaps in $x$ range from 1.1193 to 2.4403 bohr$^{1/2}$, and those in $r$ from 6.01 to 176.29 bohr. The $x$ mesh has 4907 points out to 2506 bohr. A uniform $r$ mesh with 111 points in the shortest gap would have step $6.01/111=0.054$ bohr and about $2506/0.054\approx46\,000$ points.

## The difference formula

Taylor expansion about $x_i$, in which odd orders cancel, gives

$$\chi_{i+1}-2\chi_i+\chi_{i-1}=h^2\chi''+\frac{h^4}{12}\chi^{(4)}+\frac{h^6}{360}\chi^{(6)}+\dots$$

Keeping only $h^2\chi''$ leaves a residual of order $h^4$. Divided by $h^2$, the residual acts as a source term added to the differential equation, so the solution over a fixed interval is wrong by $O(h^2)$. The same expansion applied to $\chi''$ gives $\chi''_{i+1}-2\chi''_i+\chi''_{i-1}=h^2\chi^{(4)}+\frac{h^4}{12}\chi^{(6)}+\dots$ Multiplying this by $h^2/12$ and subtracting removes $\chi^{(4)}$:

$$\chi_{i+1}-2\chi_i+\chi_{i-1}=\frac{h^2}{12}\big(\chi''_{i+1}+10\chi''_i+\chi''_{i-1}\big)+\Big(\frac1{360}-\frac1{144}\Big)h^6\chi^{(6)} .$$

The last bracket equals $-1/240$. Inserting $\chi''=g\chi$, with $\tau_i=h^2g_i/12$, and solving for the inner point gives the Numerov step

$$\chi_{i-1}=\frac{2(1+5\tau_i)\chi_i-(1-\tau_{i+1})\chi_{i+1}}{1-\tau_{i-1}} . \tag{3}$$

The residual $h^6$ gives a global error $h^4$, provided $|\tau|\ll1$, which for $l\ge1$ fails when $x$ approaches $h$, since $\tau\approx(2l+\frac12)(2l+\frac32)/12$ at $x=h$. Integrals use Simpson's rule, which is exact for cubics and so also has error $h^4$. The test compares the Numerov solution at $\nu=5.3$, $l=1$ with $W$ at points between 1 and 36 bohr. The largest deviation relative to the largest $|W|$ is $1.08\times10^{-6}$, $6.77\times10^{-8}$ and $4.23\times10^{-9}$ for $h=0.04$, 0.02 and 0.01, with ratios 15.99 and 16.00 against $2^4$.

## Where to stop

Continuing the inward solution to the origin is the next failure. Define

$$w=K\,W_{\nu,l+1/2}(2r/\nu),\qquad K=[\nu^2\Gamma(\nu+l+1)\Gamma(\nu-l)]^{-1/2},$$

where $K$ is justified in the next section. The coefficient of $z^{-l}$ in $W$ is fixed by the Wronskian with $M$, so the small-$z$ limit holds for all $\nu$. With $z^{-l}=(\nu/2)^lr^{-l}$ and $l\ge1$,

$$w\to C\,r^{-l}\Big(1+\frac rl\Big),\qquad C=K\,(2l)!\,\Gamma(\nu-l)\,\frac{\sin\theta}{\pi}\Big(\frac\nu2\Big)^l .$$

The correction follows from inserting $r^{-l}(1+\gamma r)$: the terms in $r^{-l-1}$ give $\gamma[(1-l)(-l)-l(l+1)]=-2$, that is $\gamma=1/l$. For $l=0$, $w(0)=C\neq0$: the norm is finite but the boundary condition is violated. For $l\ge1$ the norm from $r_c$ outward diverges as $r_c^{1-2l}$. For $l=1$, $w^2\approx C^2(r^{-2}+2r^{-1})$ and

$$\int_{r_1}^{r_2}w^2dr\approx C^2\Big[\frac1{r_1}-\frac1{r_2}+2\ln\frac{r_2}{r_1}\Big].$$

For the 3p state below, $C=-0.049583$ bohr$^{1/2}$. On $[0.0025,0.01]$ bohr the formula gives $0.0024585\times(300+2\ln4)=0.7444$, and the tested Numerov value is 0.7444.

The normalised dipole then vanishes as $r_c\to0$. For s–p the integrand $r\cdot r^0\cdot r^{-1}$ stays finite while the p norm grows as $r_c^{-1}$, so $R\propto r_c^{1/2}$. For p–d the integral grows as $r_c^{-1}$ and the normalisation divides it by $r_c^{-1/2}r_c^{-3/2}$, so $R\propto r_c$. These are limits. When the d defect is small the divergent part of the integral overtakes the finite part only at very small $r_c$ (near $4\times10^{-5}$ bohr for the 3p–3d pair below, where $R$ changes sign), and above that the fall comes from the norms. The integration must stop at a core radius $r_c$, with $u=0$ inside. The Numerov function is $N^{-1/2}w$ with $N=\int_{r_c}^\infty w^2dr$, and

$$R_{\rm Num}=\frac{I}{\sqrt{N_1N_2}},\qquad I=\int_{r_c}^\infty w_1\,r\,w_2\,dr .$$

## What the amplitude should be

Normalising over $r>r_c$ places all probability outside the core. The exact amplitude can be derived. Write the radial equation as $u''=Gu$ with $\partial_EG=-2$, and let $u_E=\partial_Eu$ at fixed $r$. Then $u_E''=Gu_E-2u$ and

$$\frac{d}{dr}\mathcal W[u,u_E]=uu_E''-u''u_E=-2u^2 .$$

The Wronskian vanishes at infinity for $w$, and at the origin for the solution $F\propto r^{l+1}$ of the full potential. At a matching radius $r_m$ outside the core,

$$\int_{r_m}^\infty w^2dr=\tfrac12\mathcal W[w,w_E]_{r_m},\qquad\int_0^{r_m}F^2dr=-\tfrac12\mathcal W[F,F_E]_{r_m}. \tag{4}$$

A pair of Coulomb functions analytic in $\nu$ is needed. Define $s=K\,\Gamma(\nu+l+1)M/\Gamma(2l+2)$, and define $c$ by $w=-\cos\theta\,s+\sin\theta\,c$. At integer $\nu=n$ the series derived in the next section terminates and shows $W=(-1)^{n-l-1}\Gamma(n+l+1)M/\Gamma(2l+2)$, so $w=-\cos\theta\,s$ there. The numerator of $c=(w+\cos\theta\,s)/\sin\theta$ vanishes with the denominator, and $c$ is analytic through the integers. From (1),

$$\mathcal W[s,w]=-K^2\,\Gamma(\nu+l+1)\Gamma(\nu-l)\frac{2\sin\theta}{\pi\nu}=-\frac{2\sin\theta}{\pi\nu^3},$$

and since $\mathcal W[s,w]=\sin\theta\,\mathcal W[s,c]$, one has $\mathcal W[s,c]=-2/(\pi\nu^3)$.

At any energy, $F$ outside the core is a combination of $s$ and $c$, and it may be scaled so that $F=G_{\pi\mu}$ with $G_\phi=\cos\phi\,s+\sin\phi\,c$. This defines $\mu(E)$ between the levels. Also $w=-G_{-\theta}$. A bound state needs $F\propto w$, that is $\pi\mu=-\theta+j\pi$ with integer $j$, so $\nu+\mu$ is an integer, the branch $\mu=n-\nu$ can be chosen, and $F=\pm w$. For an energy-dependent angle,

$$\partial_EG_\phi=\phi_E(-\sin\phi\,s+\cos\phi\,c)+\cos\phi\,s_E+\sin\phi\,c_E,$$

so $\mathcal W[G_\phi,\partial_EG_\phi]=\phi_E(\cos^2\phi+\sin^2\phi)\mathcal W[s,c]+Q(\phi)$. The remainder $Q$ is quadratic in $(\cos\phi,\sin\phi)$ and unchanged by $\phi\to\phi+j\pi$. Adding the two integrals (4) at a bound state cancels $Q$:

$$\int_0^\infty F^2dr=-\tfrac12\mathcal W[s,c]\,(\pi\mu_E+\theta_E)=\frac{1}{\pi\nu^3}\,\pi\nu^3\Big(\frac{d\mu}{d\nu}+1\Big)\equiv\zeta ,$$

where $d\nu/dE=\nu^3$ was used. Wherever the core potential is negligible,

$$u=\zeta^{-1/2}\,w,\qquad \zeta=1+\frac{d\mu}{d\nu}=1+\frac{1}{\nu^3}\frac{d\mu}{dE}. \tag{5}$$

For hydrogen $F=s$ at all energies, $\mu=0$ and $\zeta=1$, which proves that $K$ normalises the hydrogen functions. Thus $K$ alone is correct only at a level where $d\mu/dE=0$, and $\zeta-1$ falls as $\nu^{-3}$ if $d\mu/dE$ stays bounded. If $\mu(E)$ is nearly linear, two neighbouring levels give $\zeta\approx1+(\Delta\mu/\Delta E)/\nu^3$. A series perturbed by a second channel violates that assumption.

The inward Numerov integration on a mesh in $\sqrt r$ is now set up, with the need for a core cutoff $r_c$ shown and the exact outer amplitude derived in (5). What remains is to derive the Bates-Damgaard formula, state the full scheme, and compare both methods with exact values for a model atom.
